\section*{Elastic dipole tensors and image energies of point defects in supercells}

\section{What a fixed cell does to a defect}

A defect calculated in a periodic cell is a crystal of defects. Each one strains its images, and the computed energy contains their interaction. In the model oxide treated below, extrapolating the energies of two small cells linearly in inverse volume misses the isolated-defect energy by nearly as much as leaving the larger cell uncorrected. A second error enters through the stress. In a $4\times4\times4$ cell of the same model, if the host lattice parameter is 0.1\% too large and the stress of the perfect host is not subtracted, a defect that pushes outward appears to pull inward. The quantity needed is the elastic dipole tensor: the residual stress of the cell, less that of the host, supplies it. Together with the elastic constants and the cell shape, it fixes the leading interaction between images.

The defect is taken to be neutral and without an electric dipole, the host uniform and, far from the defect, linear elastic. The cell keeps the shape of the perfect host while its atoms relax. Repeated indices are summed, strains are symmetric, and tensile stress is positive.

\section{The dipole tensor from residual stress}

Let $E_{\rm d}(\varepsilon)$ and $E_{\rm h}(\varepsilon)$ be the relaxed energies of the cell with and without the defect, under uniform strain $\varepsilon$. The dipole tensor is the defect's linear coupling to that strain:
\begin{equation}
E_{\rm d}(\varepsilon)-E_{\rm h}(\varepsilon)
=\text{const}-P_{ij}\varepsilon_{ij}+O(\varepsilon^2).
\label{eq:def}
\end{equation}
Stress is $\sigma_{ij}=V^{-1}\partial E/\partial\varepsilon_{ij}$. Differentiating (\ref{eq:def}) at $\varepsilon=0$ gives $V(\sigma^{\rm d}_{ij}-\sigma^{\rm h}_{ij})=-P_{ij}$, or
\begin{equation}
P_{ij}=-V\left(\sigma^{\rm d}_{ij}-\sigma^{\rm h}_{ij}\right).
\label{eq:stress}
\end{equation}
An outward-pushing defect puts the clamped cell under compression, $\sigma<0$, and has positive $P$. The host term removes any stress present without the defect, and must be taken at the same cell shape.

To see what $P$ means microscopically, consider a harmonic host with one atom per primitive cell. Uniform strain then produces no force on any atom, by inversion symmetry, so the host energy has no term mixing $\varepsilon$ with the periodic displacements $u_n$. With force-constant matrix $\Phi$,
\begin{equation}
E=\tfrac12 u\!\cdot\!\Phi u+\tfrac V2\,\varepsilon_{ij}C_{ijkl}\varepsilon_{kl}
+W(v),\qquad v_n=u_n+\varepsilon r_n .
\label{eq:micro}
\end{equation}
Here $W$ is the change of energy made by the defect. It depends on total displacements $v_n$ of nearby atoms and need not be quadratic. Define $F_n=-\partial W/\partial v_n$. Stationarity in $u$ gives $\Phi u=F$: these are the forces that would produce the same displacements in the perfect lattice. Because $E$ is stationary in $u$, the strain derivative acts on the explicit $\varepsilon$ alone:
\begin{equation}
\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{0}
=\sum_n\frac{\partial W}{\partial v_{n,i}}r_{n,j}
=-\sum_nF_{n,i}r_{n,j}
\;\Rightarrow\;
P_{ij}=\sum_nF_{n,i}r_{n,j}.
\label{eq:moment}
\end{equation}
The total force vanishes, so the origin is immaterial. The total torque about the undisplaced sites vanishes to first order in the displacements, so the force moment is symmetric to that order; a symmetric strain couples only to its symmetric part. In a host with several atoms per primitive cell, strain can also move the sublattices against each other, and a mixed term in (\ref{eq:micro}) then adds to the force moment. Equation (\ref{eq:stress}) remains valid, since it rests on (\ref{eq:def}) alone.

\section{The energy of the images}

\subsection{Which dipole enters}

Let $G=\Phi^{-1}$ on forces of zero total, so that $u=GF$. At zero mean strain the relaxed energy is the stationary value of
\begin{equation}
\mathcal E(F;G)=\tfrac12F\!\cdot\!GF+W(GF).
\end{equation}
Changing from an infinite crystal to a periodic cell changes $G$ by $\delta G$. The accompanying change of $F$ does not contribute at first order, because $\mathcal E$ is stationary. With $W'=-F$,
\begin{equation}
\delta\mathcal E=\tfrac12F\!\cdot\!\delta G\,F+W'\!\cdot\!\delta G\,F
=-\tfrac12F\!\cdot\!\delta G\,F .
\label{eq:firstorder}
\end{equation}
The forces are therefore those of the isolated defect, even if the defect has changed the local stiffness. Since $\delta G$ will prove to be of order $1/V$, the second-order error in energy is of order $V^{-2}$. The same $\delta G$ changes $F$, and hence the $P$ measured in one cell, by order $1/V$.

\subsection{Sum and integral over wave vectors}

Let the cell contain $N$ primitive cells of volume $v_0$, so $V=Nv_0$. Define $F_{\mathbf k}=\sum_nF_ne^{-i\mathbf k\cdot\mathbf r_n}$ and let $D(\mathbf k)$ be the Fourier transform of $\Phi$. Then $u_n=N^{-1}\sum_{\mathbf k\neq0}D^{-1}F_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_n}$, and
\begin{equation}
F\!\cdot\!GF=\sum_nF_n\!\cdot\!u_n
=\frac1V\sum_{\mathbf k\ne0}g(\mathbf k),\qquad
g=v_0F_{\mathbf k}^*\!\cdot\!D^{-1}F_{\mathbf k}.
\end{equation}
The term $\mathbf k=0$ is absent: a uniform translation costs nothing, and a fixed shape forbids mean strain. For the infinite crystal, $V^{-1}\sum_{\mathbf k}$ becomes an integral over the Brillouin zone. Equation (\ref{eq:firstorder}) gives
\begin{equation}
E_{\rm int}\equiv E_{\rm cell}-E_{\rm isolated}
\simeq-\frac1{2V}\left[\sum_{\mathbf k\ne0}g
-V\!\int_{\rm BZ}\!\frac{d^3k}{(2\pi)^3}\,g\right].
\label{eq:difference}
\end{equation}

For a smooth periodic function, a uniform-mesh sum including $\mathbf k=0$ differs from the integral by less than any power of $1/L$. Power laws thus come from the neighbourhood of $\mathbf k=0$. There the zero total force and (\ref{eq:moment}) give
\begin{equation}
F_{\mathbf k}=\sum_nF_n(1-i\mathbf k\!\cdot\!\mathbf r_n+\cdots)
=-iP\mathbf k+O(k^2),
\end{equation}
while $D=v_0K+\cdots$ with $K_{im}=C_{ijml}k_jk_l$. Hence
\begin{equation}
g=f(\hat{\mathbf k})+O(k^2),\qquad
f=(P\mathbf k)\!\cdot\!K^{-1}(P\mathbf k).
\label{eq:f}
\end{equation}
The numerator of $f$ has two powers of $k$ and $K$ has two, so $f$ depends on direction but not on length. No term of first degree appears, because real forces and force constants give $g(-\mathbf k)=g(\mathbf k)$.

\subsection{The inverse-volume law}

Write $g=fw+(g-fw)$, where $w=e^{-\ell^2k^2}$ is negligible at the zone boundary. In a cubic cell, $\mathbf k=2\pi\mathbf m/L$ with integer $\mathbf m$, and $V\,d^3k/(2\pi)^3=d^3m$. With $s=(2\pi\ell/L)^2$ and $\langle f\rangle$ the average over directions, the first part of (\ref{eq:difference}) becomes $A/V$, where
\begin{equation}
A=-\frac12\lim_{s\to0}\left[\sum_{\mathbf m\ne0}f(\hat{\mathbf m})e^{-sm^2}
-\langle f\rangle\left(\frac{\pi}{s}\right)^{3/2}\right].
\label{eq:A}
\end{equation}
The edge $L$ has disappeared from the limit. For another cell shape the vectors $\mathbf m$ are replaced by the scaled reciprocal vectors of that shape, and $A$ generally changes, but it remains independent of size.

The limit exists for a physical reason. In the continuum, the force density of the defect is $-P_{ij}\partial_j\delta(\mathbf r)$, and its relaxation energy is
\begin{equation}
-\frac12\int F_iu_i\,d^3r=-\frac12P_{ij}\,\partial_ju_i(0).
\end{equation}
The cutoff smears the dipoles. Subtracting the isolated defect leaves the strain $\varepsilon^{\rm im}$ due to the images and the fixed shape. This strain is smooth at the defect, so the smearing can be removed:
\begin{equation}
E_{\rm int}=-\tfrac12P_{ij}\varepsilon^{\rm im}_{ij}=A/V.
\label{eq:image}
\end{equation}
In real space the strain of one image is the Fourier transform of a function of degree zero, which falls as $R^{-3}$. A sum of $R^{-3}$ terms in three dimensions can depend on the order of summation; the condition of zero mean strain settles its value.

The remainder $g-fw$ starts at degree two. The same substitution extracts a factor $(2\pi/L)^2$ from its singular part, as does the first correction in $s$. Together with the prefactor $1/V$ this gives
\begin{equation}
E_{\rm int}=\frac AV+O(L^{-5})
\qquad\text{at fixed cell shape.}
\label{eq:law}
\end{equation}
The stiffness-change error, of order $V^{-2}\sim L^{-6}$, is smaller still at large $L$.

\section{Limits and other boundary conditions}

\subsection{An isotropic centre of dilatation}

Let $P_{ij}=p\,\delta_{ij}$ in an isotropic host. Then $K=C_{44}k^2I+(C_{12}+C_{44})\mathbf k\mathbf k^{T}$. Since $C_{12}+2C_{44}=C_{11}$, we have $K\mathbf k=C_{11}k^2\mathbf k$, and $f=p^2/C_{11}$ is constant. Adding and subtracting the missing term at $\mathbf m=0$ makes the sum in (\ref{eq:A}) complete. The complete Gaussian sum and its integral cancel as $s\to0$, leaving $-f$ in the bracket:
\begin{equation}
A=\frac{p^2}{2C_{11}}
\label{eq:iso}
\end{equation}
for every cell shape. The energy is positive because the clamped cell lacks the relaxation that a term at $\mathbf m=0$ would supply.

\subsection{Releasing the cell shape}

If the cell may also strain, its energy changes by $\frac V2\varepsilon\!:\!C\!:\!\varepsilon-P\!:\!\varepsilon$ at leading order. The minimum satisfies $C\!:\!\varepsilon=P/V$. With $S=C^{-1}$,
\begin{equation}
\varepsilon=\frac{S\!:\!P}{V},\qquad
\Delta E=\frac{P\!:\!S\!:\!P}{2V}-\frac{P\!:\!S\!:\!P}{V}
=-\frac{P\!:\!S\!:\!P}{2V}.
\label{eq:release}
\end{equation}
Both boundary conditions lead to the same isolated energy, but with different coefficients. For the isotropic centre, $P\!:\!S\!:\!P=p^2/B$, where $B=C_{11}-\frac43C_{44}$ is the bulk modulus. The released coefficient is $\frac{p^2}{2}(1/C_{11}-1/B)$, which is negative: the sign of the finite-size error has reversed.

\subsection{Lengthening one edge}

Now let the cell be $L\times L\times nL$ and let $n$ grow at fixed $L$. Sort the wave vectors by their in-plane part $\mathbf q$. For $\mathbf q\ne0$, $f$ is smooth in $k_z$, and the sum over $k_z$ approaches its integral exponentially fast in $n$. For $\mathbf q=0$, $f$ has the constant value $f(\hat{\mathbf z})$, and omitting $k_z=0$ leaves $-f(\hat{\mathbf z})$ relative to the integral. The integrals together form the energy $E_{\rm sheet}$ of one isolated sheet of defects. Thus, to first order in $\delta G$ and with exponentially small terms dropped,
\begin{equation}
E_{\rm int}=E_{\rm sheet}+\frac{f(\hat{\mathbf z})}{2V}.
\label{eq:sheet}
\end{equation}
If the defect has changed the local stiffness, corrections of second order in $\delta G$ remain, because $\delta G$ does not vanish as $n$ grows at fixed $L$. The inverse-volume law to zero has failed, because neighbours within the sheet have not moved apart. For the isotropic centre, (\ref{eq:iso}) requires $E_{\rm sheet}=0$; in general it is not zero.

\section{A spring model of an oxide}

\subsection{Model and dipole}

The host is a simple-cubic lattice of central springs, with rough values in the regime of SrTiO$_3$: $a=0.39$ nm, $C_{11}=320$ GPa and $C_{12}=C_{44}=110$ GPa. Springs $\kappa$ along neighbour vectors $\mathbf R$ give
\begin{equation}
C_{ijkl}=\frac1{2a^3}\sum_{\mathbf R}\kappa_R\frac{R_iR_jR_kR_l}{R^2}.
\end{equation}
For first and second neighbours this yields $C_{11}=(\kappa_1+2\kappa_2)/a$ and $C_{12}=C_{44}=\kappa_2/a$. With 1 GPa $=6.2415$ eV/nm$^3$, $\kappa_1=(320-220)(6.2415)(0.39)=243$ eV/nm$^2$ and $\kappa_2=268$ eV/nm$^2$.

The defect halves the stiffness of eight bonds at one site and adds an outward push to each: 4 eV/nm on the bonds along $\pm x$, $\pm y$ and $\pm[110]$, and 12 eV/nm along $\pm z$. Bond stretches are taken to first order in the displacements throughout; with exact bond lengths, the diagonal components of $P$ quoted below come out about 1.3\% smaller. In the $4\times4\times4$ cell, $L=1.56$ nm and $V=3.796$ nm$^3$. The stress, from finite differences of the relaxed energy, has $\sigma_{xx}=-0.2392$ GPa, so (\ref{eq:stress}) gives
\begin{equation}
P_{xx}=(3.796)(0.2392)(6.2415)\ {\rm eV}=5.67\ {\rm eV}.
\end{equation}
Likewise $P_{zz}=10.16$ eV and $P_{xy}=2.45$ eV. The force moment (\ref{eq:moment}), evaluated separately, agrees to all printed digits. The isolated defect has 5.68, 10.21 and 2.46 eV, at most 0.5\% larger. Between cells of 20 and 40 lattice parameters per edge, the difference from the isolated tensor falls by a factor 8.01, against 8 for a $1/V$ law.

If the host is strained by $+0.1$\% along each axis, the unsubtracted stress gives $P_{xx}=-7.04$ eV. The spurious part is $-V(C_{11}+2C_{12})(0.001)=-12.8$ eV. Subtraction restores 5.75 eV; the small difference from 5.67 eV reflects the softened bonds, whose force depends on strain.

\subsection{Energy against cell size}

Equation (\ref{eq:A}) with the isolated dipole gives $A=0.01867$ eV\,nm$^3$. The lattice energies below instead use relaxed cells and a Brillouin-zone integral for the isolated defect.
\begin{center}
\begin{tabular}{cccc}
$L/a$ & $L$ (nm) & $E_{\rm int}$ (meV) & $A/V$ (meV)\\
3 & 1.17 & 24.53 & 11.66\\
4 & 1.56 & 6.62 & 4.92\\
6 & 2.34 & 1.647 & 1.457\\
8 & 3.12 & 0.655 & 0.615\\
12 & 4.68 & 0.187 & 0.182
\end{tabular}
\end{center}
At $L=4a$, $A/V$ accounts for 74\% of the interaction. Using the dipole measured in that cell gives 4.87 meV and leaves 1.75 meV. Between $L=20a$ and $40a$, the error in $VE_{\rm int}$ falls by 4.11, close to the factor 4 required by (\ref{eq:law}). Removing this next term from the two largest cells gives a lattice limit of 0.01867 eV\,nm$^3$, in agreement with $A$.

The small cells show why a straight-line extrapolation needs care. Taking $E=E_0+b/V$ through $L=3a$ and $4a$ gives an intercept error
\begin{equation}
\frac{64(6.62)-27(24.53)}{64-27}\ {\rm meV}=-6.4\ {\rm meV},
\end{equation}
nearly as large as the uncorrected error at $4a$. The pair $4a$ and $6a$ gives $-0.4$ meV.

\subsection{Released and elongated cells}

For this defect $-P\!:\!S\!:\!P/2=-0.03261$ eV\,nm$^3$. Releasing the shape changes the total coefficient from $+0.01867$ to $-0.01394$ eV\,nm$^3$, or from $+4.9$ to $-3.7$ meV at $V=3.796$ nm$^3$. These are leading terms only: in a cell this small, the relaxed lattice gives $+6.6$ and $-2.0$ meV. Equation (\ref{eq:release}) was tested by direct minimization for a defect with the same pushes but unsoftened bonds: both give $-7.240$ meV in the $4\times4\times4$ cell.

With $L$ held at 1.56 nm, the continuum values of $VE_{\rm int}$ for $n=1,2,3,4$ are $0.01867$, $0.00783$, $-0.00130$ and $-0.01044$ eV\,nm$^3$. The last two steps are equal within the rounding of the last digit, as (\ref{eq:sheet}) predicts once the exponentially small terms are negligible. Their slope gives $E_{\rm sheet}=-0.00913/3.796$ eV $=-2.4$ meV. The intercept, $-0.00130+3(0.00913)=0.0261$ eV\,nm$^3$, agrees with
\begin{equation}
\frac{f(\hat{\mathbf z})}{2}=\frac{P_{zz}^2}{2C_{11}}
=\frac{(10.21)^2}{2(320)(6.2415)}\ {\rm eV\,nm^3}
=0.0261\ {\rm eV\,nm^3}.
\end{equation}
Here symmetry makes $K$ diagonal for $\mathbf k\parallel z$, and $P_{xz}=P_{yz}=0$. At so small an edge the continuum values are only a guide: relaxed lattice cells of the same shapes give $E_{\rm sheet}=-1.8$ meV, and their interaction energy changes sign between $n=3$ and $n=4$ rather than between $n=2$ and $n=3$. Either way, the interaction can vanish at a particular shape. A small interaction energy in one cell is therefore no proof of a small dipole.

\section{Bearing on real oxides and interfaces}

The elastic constants and lattice parameter are in the regime of SrTiO$_3$, but the pushes are chosen and represent no identified defect. One omitted effect is charge. A charge $+e$ in a cubic cell with a neutralizing background has an image term of magnitude $\alpha e^2/(8\pi\epsilon_0\epsilon_rL)$, with $\alpha=2.837$. At $L=1.56$ nm this is 4.4 meV for a static permittivity of 300, a rough room-temperature value that depends strongly on temperature, comparable with the elastic 4.9 meV. For electronic screening alone, with $\epsilon_r$ roughly 5, it is 262 meV. This term falls as $1/L$ and must be treated separately.

Anharmonicity is weak in the strain due to the images but not next to the defect. The largest bond strain is 2.3\% for the isolated defect and 2.2\% in the $4\times4\times4$ cell, where harmonic springs are doubtful. A first-principles stress includes this local nonlinearity. From (\ref{eq:image}), the image strain projected on $P$ has magnitude $2A/(V|P|)=0.073$\% at leading order, and about 0.10\% if the lattice energy replaces $A/V$; if stiffness changes by roughly ten times the strain, elastic constants shift by about 1\%. The soft polar modes of SrTiO$_3$ are absent, and their effect is not estimated. At 300 K, $k_BT=26$ meV exceeds the elastic image energy in this cell. The accuracy of the stress limits that of the dipole: in this cell an error of 0.01 GPa changes a component of $P$ by 0.24 eV, or 4\% of $P_{xx}$.

An interface between two materials breaks the assumption of a uniform host. Equation (\ref{eq:stress}) then still gives the coupling to the mean strain of the whole cell, but that strain is shared unequally between layers. By dimensional analysis, linear elasticity gives an energy of order $P^2/(CL^3)$ times a function of the layer thicknesses and the defect's distances from the interfaces, all divided by $L$. That function stays constant if all these lengths grow with $L$. Widening the cell at fixed layer thickness can change it, so an inverse-volume extrapolation is not justified by (\ref{eq:law}). The numbers quoted for the uniform oxide do not determine the size of that change; it requires a layered calculation. The numerical output below gives the remaining convergence figures.

\section*{Table of computed values}
\begin{verbatim}
Lattice parameter (rough): 0.39 nm
C11, C12, C44 (rough): 320 110 110 GPa
First, second neighbour springs: 243.42 267.76 eV/nm^2
Bond pushes x, y, z, xy: 4.0 4.0 12.0 4.0 eV/nm
Fraction of defect-bond stiffness removed: 0.50 (no unit)
Edge of 4x4x4 cell: 1.56 nm
Volume of 4x4x4 cell: 3.7964 nm^3
Conversion: 1 GPa: 6.2415 eV/nm^3
Residual stress, 4x4x4 xx,yy,zz,xy: -0.2392 -0.2392 -0.4288 -0.1034 GPa
P from residual stress, 4x4x4 xx,yy,zz,xy: 5.6681 5.6681 10.1614 2.4493 eV
P from force moment, 4x4x4 xx,yy,zz,xy: 5.6681 5.6681 10.1614 2.4493 eV
P of isolated defect xx,yy,zz,xy: 5.6782 5.6782 10.2089 2.4570 eV
Host strain offset in subtraction test: 0.0010 (no unit)
P at offset, host stress not subtracted xx,yy,zz,xy: -7.0428 -7.0428 -2.5947 2.4946 eV
P at offset, host stress subtracted xx,yy,zz,xy: 5.7527 5.7527 10.2008 2.4946 eV
Isolated relaxation energy: -0.129413 eV
Its shift, 20 to 28 quadrature points: -3.0e-12 eV
Continuum coefficient A: 0.018670 eV nm^3
Its shift on halving cutoff parameter: -3.7e-09 eV nm^3
Lattice limit of V times energy: 0.018669 eV nm^3
Cubic cells: edge count, L (nm), lattice energy (meV), A/V (meV)
   3  1.17  24.5256  11.6573
   4  1.56  6.6246  4.9179
   6  2.34  1.6474  1.4572
   8  3.12  0.6552  0.6147
  12  4.68  0.1870  0.1821
Error ratio of V*energy, n=20 over n=40: 4.113 (no unit)
Dipole-shift ratio, n=20 over n=40: 8.014 (no unit)
Shape-release coefficient -P:S:P/2: -0.032614 eV nm^3
Zero-stress coefficient A-P:S:P/2: -0.013944 eV nm^3
Shape-release test, minimized: -7.2403 meV
Shape-release test, formula: -7.2403 meV
Long cells, L=1.56 nm: aspect, V*energy (eV nm^3), energy (meV)
  1  0.018670  4.9179
  2  0.007830  1.0313
  3  -0.001304  -0.1145
  4  -0.010436  -0.6872
Isolated-sheet energy at this L: -2.4053 meV
Correction A/V using P from 4x4x4 cell: 4.8705 meV
Remainder after that correction: 1.7540 meV
Largest defect-bond strain: 2.29 %
Image strain projected on P: 0.0732 %
Assumed |d ln C/d strain| (rough): 10 (no unit)
Resulting stiffness change: 0.732 %
Cubic Madelung constant: 2.83730 (no unit)
Permittivities, static and electronic (rough): 300 5 (no unit)
Charge +1 image term, static screening: 4.36 meV
Charge +1 image term, electronic screening: 261.9 meV
Thermal energy at 300 K: 25.85 meV
Dipole error from 0.01 GPa stress error: 0.2370 eV
\end{verbatim}
